# The intraband plasma-frequency tensor from Fermi-surface velocities and occupied-state inverse masses

## 1. A parabolic band

Take free electrons of mass $m$, energy $E_{\mathbf k}=\hbar^2k^2/2m$, spin factor $g=2$ and density $n$, on a fixed neutral background. A weak potential energy $U e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ acts on them. Here $U$ is the total potential energy, including the part made by the displaced electrons; this is the mean-field (random-phase) approximation. Scattering is neglected.

The density matrix obeys $i\hbar\dot\rho=[H,\rho]$. To first order in $U$, its element between $\mathbf k+\mathbf q$ and $\mathbf k$ satisfies

$$\hbar\omega\,\rho_1=(E_{\mathbf k+\mathbf q}-E_{\mathbf k})\rho_1+U(f_{\mathbf k}-f_{\mathbf k+\mathbf q}),$$

where $f$ is the equilibrium occupation. The last term is the commutator of $U$ with the equilibrium density matrix. Solving for $\rho_1$ and summing over states gives the density amplitude $\delta n=\chi_0U$, with

$$\chi_0=g\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\hbar\omega-(E_{\mathbf k+\mathbf q}-E_{\mathbf k})}.$$

By Poisson's equation the induced density adds $U_{\rm ind}=e^2\delta n/(\varepsilon_0q^2)$ to the external $U_{\rm ext}$. The dielectric function is therefore

$$\varepsilon=\frac{U_{\rm ext}}{U}=\frac{U-U_{\rm ind}}{U}=1-\frac{e^2}{\varepsilon_0q^2}\chi_0. \tag{1}$$

In the term with $f_{\mathbf k+\mathbf q}$, rename $\mathbf k+\mathbf q$ as $\mathbf k$. With $\Delta_+=E_{\mathbf k+\mathbf q}-E_{\mathbf k}$ and $\Delta_-=E_{\mathbf k}-E_{\mathbf k-\mathbf q}$,

$$\chi_0=g\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac1{\hbar\omega-\Delta_+}-\frac1{\hbar\omega-\Delta_-}\right]
=g\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\frac{\Delta_+-\Delta_-}{(\hbar\omega-\Delta_+)(\hbar\omega-\Delta_-)}.$$

For the parabola $\Delta_\pm=\hbar^2\mathbf k\cdot\mathbf q/m\pm\hbar^2q^2/2m$, so $\Delta_+-\Delta_-=\hbar^2q^2/m$ for every $\mathbf k$. At fixed $\omega$ the denominator tends to $(\hbar\omega)^2$. Hence $\chi_0\to nq^2/(m\omega^2)$ and

$$\varepsilon\to1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

All occupied electrons seem to contribute. Yet the original numerator $f_{\mathbf k}-f_{\mathbf k+\mathbf q}$ vanishes, at zero temperature, except near the Fermi surface. The same number must also be a surface quantity. Indeed, with $v_F=\hbar k_F/m$ and the angular average $\langle v_x^2\rangle=v_F^2/3$,

$$\frac{ge^2}{(2\pi)^3\varepsilon_0\hbar}\int dS\,\frac{v_x^2}{v_F}
=\frac{2e^2}{8\pi^3\varepsilon_0\hbar}\,4\pi k_F^2\,\frac{\hbar k_F}{3m}
=\frac{e^2}{\varepsilon_0m}\,\frac{k_F^3}{3\pi^2}=\frac{ne^2}{\varepsilon_0m}.$$

For $k_F=10\ \mathrm{nm^{-1}}$ both forms give $\hbar\omega_p=6.82$ eV. The surface integrand used here is so far a guess; its origin is found in section 3.

## 2. A cosine band: density and weight part company

Consider uncoupled chains of lattice constant $a$, arranged on a square array of spacing $b$, with $E=-2t\cos ka$ filled for $|k|<k_F$. Replace $1/m$ by the local curvature $E''/\hbar^2=2ta^2\cos(ka)/\hbar^2$. Then

$$\omega_p^2=\frac{ge^2}{\varepsilon_0b^2}\int_{-k_F}^{k_F}\frac{dk}{2\pi}\frac{2ta^2\cos ka}{\hbar^2}
=\frac{ge^2}{\varepsilon_0b^2}\,\frac{2ta\sin k_Fa}{\pi\hbar^2}.$$

The speed at the two Fermi points is $v_F=2ta\sin(k_Fa)/\hbar$, so the result is also $(ge^2/\varepsilon_0b^2)\,v_F/(\pi\hbar)$.

For small $k_F$ this grows in proportion to the density. It is largest at half filling and vanishes for a full band. Electrons in the upper half of the band have negative curvature and subtract from the weight. What remains to be shown is that both forms follow from the response of a general crystal.

## 3. Bloch bands and the limit $q\to0$

Let the bands $E_n(\mathbf k)$ be spin degenerate, periodic in reciprocal space, twice differentiable, and separated from one another at every $\mathbf k$. Write $\int_{\mathbf k}$ for $\int_{BZ}d^3k/(2\pi)^3$ and $\mathbf v=\nabla_{\mathbf k}E/\hbar$. Local fields, meaning induced potentials at $\mathbf q+\mathbf G$ with $\mathbf G\neq0$, are neglected.

Between Bloch states of the same band, the matrix element of $e^{i\mathbf q\cdot\mathbf r}$ is the overlap of the cell-periodic parts. It enters once through the perturbation and once through the density, so

$$\chi_0^{\rm intra}=g\sum_n\int_{\mathbf k}\frac{(f_{\mathbf k}-f_{\mathbf k+\mathbf q})M}{\hbar\omega-\Delta},\qquad
\Delta=E_{\mathbf k+\mathbf q}-E_{\mathbf k},\quad M=|\langle u_{\mathbf k}|u_{\mathbf k+\mathbf q}\rangle|^2. \tag{2}$$

The band index is understood on the right. Transitions between different bands add a separate term to $\varepsilon$, not treated here.

Hold $\omega>0$ fixed. The velocities are bounded, so for small $q$ we have $|\Delta|<\hbar\omega$, and the identity

$$\frac1{\hbar\omega-\Delta}=\frac1{\hbar\omega}+\frac{\Delta}{(\hbar\omega)^2}+\frac{\Delta^2}{(\hbar\omega)^2(\hbar\omega-\Delta)}$$

can be used term by term. Three estimates are needed.

- $\int_{\mathbf k}|f_{\mathbf k}-f_{\mathbf k+\mathbf q}|=O(q)$. At zero temperature this is the volume of a shell of thickness $O(q)$.
- $\Delta=O(q)$.
- $1-M=O(q^2)$. The states are normalized, so $M\le1$ with equality at $q=0$. A smooth function has no linear term at its maximum.

In the first term, the part with $M=1$ vanishes because $f$ and its shifted copy have the same integral over the zone. The part with $M-1$ is $O(q)\,O(q^2)=O(q^3)$, and the last term is $O(q^3)$ too. In the middle term, replacing $M$ by 1 costs $O(q^4)$. Thus

$$\chi_0^{\rm intra}=\frac{g}{(\hbar\omega)^2}\sum_n\int_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\Delta+O(q^3). \tag{3}$$

**Zero temperature.** Look at a patch $dS$ of the Fermi surface with outward normal $\hat{\mathbf n}=\mathbf v/|\mathbf v|$; energy rises outward, so $\hat{\mathbf n}$ is along $\mathbf v$. Assume $\mathbf v\ne0$ on the surface.

If $\mathbf q\cdot\hat{\mathbf n}>0$, the shift carries occupied states out through the patch. The difference $f_{\mathbf k}-f_{\mathbf k+\mathbf q}$ is $+1$ in a volume $\mathbf q\cdot\hat{\mathbf n}\,dS$. If $\mathbf q\cdot\hat{\mathbf n}<0$, it is $-1$ in a volume $|\mathbf q\cdot\hat{\mathbf n}|\,dS$. In both cases the signed volume is $\mathbf q\cdot\hat{\mathbf n}\,dS$. Multiplying by $\Delta\to\hbar\mathbf q\cdot\mathbf v$ gives

$$\int_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\Delta\to\frac{\hbar}{(2\pi)^3}\int_{FS}dS\,\frac{(\mathbf q\cdot\mathbf v)^2}{|\mathbf v|}.$$

The factor $\mathbf q\cdot\mathbf v/|\mathbf v|=\mathbf q\cdot\hat{\mathbf n}$ is the signed thickness of the shell in which $f_{\mathbf k}$ and $f_{\mathbf k+\mathbf q}$ differ; the factor $\hbar\mathbf q\cdot\mathbf v$ is the level difference $\Delta$ between $\mathbf k$ and $\mathbf k+\mathbf q$. Insert this in (3) and (1). The factor $q^2$ cancels, and with $\hat{\mathbf q}=\mathbf q/q$

$$\varepsilon_{\rm intra}\to1-\frac1{\omega^2}\sum_{ab}\hat q_a\hat q_b(\omega_p^2)_{ab},\qquad
(\omega_p^2)_{ab}=\frac{ge^2}{(2\pi)^3\varepsilon_0\hbar}\sum_n\int_{FS}dS\,\frac{v_av_b}{|\mathbf v|}. \tag{4}$$

This is the integrand guessed in section 1.

**Finite temperature.** Now $f$ is smooth, and $f_{\mathbf k}-f_{\mathbf k+\mathbf q}\to(-\partial f/\partial E)\,\hbar\mathbf q\cdot\mathbf v$. The factors $\hbar^2$ cancel, leaving

$$(\omega_p^2)_{ab}=\frac{ge^2}{\varepsilon_0}\sum_n\int_{\mathbf k}\left(-\frac{\partial f}{\partial E}\right)v_av_b. \tag{5}$$

At zero temperature $-\partial f/\partial E=\delta(E-\mu)$ and $d^3k=dS\,dE/(\hbar|\mathbf v|)$, which returns (4).

A single direction $\hat{\mathbf q}$ yields a single number. Measuring along $x$, $y$ and $(\hat x+\hat y)/\sqrt2$ gives the $xx$ element, the $yy$ element, and half their sum plus the $xy$ element. All directions together therefore fix the symmetric tensor.

## 4. From the surface to the occupied states

Since $f$ depends on $\mathbf k$ through $E$, its gradient is $\partial f/\partial k_b=\hbar v_b\,\partial f/\partial E$. Also $\partial v_a/\partial k_b=\hbar^{-1}\partial^2E/\partial k_a\partial k_b$. The product rule gives

$$\frac{\partial(fv_a)}{\partial k_b}=\hbar\frac{\partial f}{\partial E}v_av_b+\frac f\hbar\frac{\partial^2E}{\partial k_a\partial k_b}.$$

Integrate over a parallelepiped cell of reciprocal space. The left side becomes an integral over its faces. On opposite faces $fv_a$ has the same value, by periodicity, and the outward normals are opposite, so the total is zero. Dividing by $\hbar$ and rearranging,

$$\int_{\mathbf k}\left(-\frac{\partial f}{\partial E}\right)v_av_b=\int_{\mathbf k}f\,\frac1{\hbar^2}\frac{\partial^2E}{\partial k_a\partial k_b}.$$

The tensor (5) is therefore

$$(\omega_p^2)_{ab}=\frac{ge^2}{\varepsilon_0}\sum_n\int_{\mathbf k}f\,(m^{-1})_{ab},\qquad (m^{-1})_{ab}=\frac1{\hbar^2}\frac{\partial^2E_n}{\partial k_a\partial k_b}. \tag{6}$$

At zero temperature $f$ is a step, and the same argument is the divergence theorem on the occupied region:

$$\int_{\rm occ}d^3k\,\frac{\partial v_a}{\partial k_b}=\int_{FS}dS\,\hat n_bv_a=\int_{FS}dS\,\frac{v_av_b}{|\mathbf v|}.$$

If the Fermi surface is open, the occupied region reaches the faces of the cell. Its cross-sections on opposite faces match, so their contributions cancel as before.

There is also a proof that does not pass through a surface. In (3), rename $\mathbf k+\mathbf q$ as $\mathbf k$ in the second part, as was done for the parabola:

$$\int_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\Delta
=\int_{\mathbf k}f_{\mathbf k}\left[(E_{\mathbf k+\mathbf q}-E_{\mathbf k})-(E_{\mathbf k}-E_{\mathbf k-\mathbf q})\right]
=\int_{\mathbf k}f_{\mathbf k}(E_{\mathbf k+\mathbf q}+E_{\mathbf k-\mathbf q}-2E_{\mathbf k}).$$

This holds at finite $q$. For small $q$ the bracket is $\sum_{ab}q_aq_b\,\partial^2E/\partial k_a\partial k_b$, which gives (6). The left side gives (5). The two forms are limits of one sum, arranged in two ways.

**Limits.** For a parabola $(m^{-1})_{ab}=\delta_{ab}/m$ and (6) returns section 1. For a filled band $f=1$, and (6) integrates the derivative of a periodic function, which gives zero. Consequently $\int f\,m^{-1}=-\int(1-f)\,m^{-1}$: a nearly full band can be counted by its holes, with the sign of the mass reversed.

The mass in (6) is the band mass, not the bare electron mass. The integrands of (5) and (6) are not equal point by point in $\mathbf k$; they differ by a total derivative, and it is the integrals that agree. If bands touch, energies sorted by size may have kinks where the second derivative does not exist, and the proof as given does not cover them.

## 5. The other order of limits

Set $\omega=0$ in (2) before letting $q\to0$. The fraction becomes $(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/(-\Delta)\to\partial f/\partial E$, so

$$\chi_0^{\rm intra}\to-gD,\qquad D=\sum_n\int_{\mathbf k}\left(-\frac{\partial f}{\partial E}\right),\qquad
\varepsilon_{\rm intra}\to1+\frac{k_{TF}^2}{q^2},\quad k_{TF}^2=\frac{ge^2D}{\varepsilon_0}.$$

This is Thomas–Fermi screening. It contains only the density of states and does not depend on the direction of $\mathbf q$. At zero temperature the velocity enters only through its magnitude, as $D=(2\pi)^{-3}\sum_n\int_{FS}dS/(\hbar|\mathbf v|)$. Electrons have time to rearrange in a static field, whereas (4) needs $\hbar|\mathbf q\cdot\mathbf v|\ll\hbar\omega$, so that an electron crosses a small part of a wavelength in one period.

## 6. How fast the limit is reached

Suppose $E(\mathbf k)=E(-\mathbf k)$ and $M$ has the matching symmetry. Under $\mathbf k\to-\mathbf k-\mathbf q$ both $f_{\mathbf k}-f_{\mathbf k+\mathbf q}$ and $\Delta$ change sign, while $M$ does not. In the expansion of (2) in powers of $\Delta/\hbar\omega$, even powers of $\Delta$ then integrate to zero. The next surviving power is $\Delta^3/(\hbar\omega)^4$. Relative to the leading term it gives

$$\frac{\int_{\mathbf k}(-\partial f/\partial E)(\hbar\mathbf q\cdot\mathbf v)^4}{(\hbar\omega)^2\int_{\mathbf k}(-\partial f/\partial E)(\hbar\mathbf q\cdot\mathbf v)^2}, \tag{7}$$

with the band sum understood in both integrals. This is of order $q^2$. The overlap $M$ and the finite-difference form of the curvature give further relative corrections of order $q^2$, without the factor $1/\omega^2$.

## 7. A layered metal with two open Fermi surfaces

To try the result where it could fail, take a model with two bands, an off-diagonal element and Fermi surfaces that cross the zone. Let $x=k_xa$, $y=k_ya$, $z=k_zc$, and

$$H=d_0+D_s\sigma_z+w\sin x\,\sigma_y,$$
$$d_0=-2t(\cos x+\cos y)-2t_d\cos(x+y)-2t_z\cos z.$$

The two orbitals have opposite parity and sit on one site; the dipole between them on that site is set to zero. The parameters are $t=0.5$, $t_d=0.1$, $t_z=0.05$, $D_s=0.5$, $w=0.3$ and $\mu=-0.9$ eV, with $a=0.4$ nm and $c=0.8$ nm. The bands are $E_\pm=d_0\pm\sqrt{D_s^2+w^2\sin^2x}$, separated by at least $2D_s=1$ eV at each $\mathbf k$.

On the axis $x=y=0$ the upper band lies at $-1.7-0.1\cos z$ eV, which is below $\mu$ for every $z$. Both bands are therefore occupied along the whole axis. On the side faces $x=\pm\pi$ and $y=\pm\pi$ of the zone the lower band never falls below $-0.4$ eV and the upper band never below $0.6$ eV, both above $\mu$, so the occupied regions do not reach those faces. In the sections at fixed $z$ each band's occupied region is a single piece around the axis, and the Fermi surfaces are warped cylinders open along $z$.

In these variables $\hbar v_a=L_a\,\partial E/\partial\theta_a$, where $\theta=(x,y,z)$ and $L=(a,a,c)$, and $d^3k=d^3\theta/V$ with $V=a^2c=0.128\ \mathrm{nm^3}$. The prefactor of $(\hbar\omega_p)^2_{ab}$ is

$$\frac{ge^2}{\varepsilon_0V}=\frac{2\times18.095}{0.128}=282.7\ \mathrm{eV\,nm^{-2}},$$

multiplied by $L_aL_b$. The bands contribute, in eV²:

| element | lower | upper | total |
|---|---|---|---|
| $xx$ | 9.379 | 5.391 | 14.770 |
| $yy$ | 9.531 | 4.927 | 14.458 |
| $xy$ | 0.944 | 0.736 | 1.680 |
| $zz$ | 0.239 | 0.144 | 0.383 |

Each entry was computed twice, from velocities on the Fermi surface and from curvatures in the occupied volume. The totals differ by about $10^{-13}$ eV², which is rounding.

The in-plane block has mean 14.614 and half-difference 0.156 eV². Its eigenvalues are

$$14.614\pm\sqrt{0.156^2+1.680^2}=16.301,\ 12.927\ \mathrm{eV^2},$$

so the principal plasma energies are 4.04 and 3.60 eV. The larger corresponds to $6.13\times10^{15}$ rad/s, and its axis lies $42^\circ$ from $x$. Along $z$ the value is 0.62 eV. The two in-plane values are the $q\to0$ zeros of $\varepsilon_{\rm intra}$, not of the full $\varepsilon$: for $\mathbf q$ with a component along $x$, interband transitions, which start at 1 eV or above here, also shape $\varepsilon$. For $\mathbf q$ along $z$ the model has no interband term, because its eigenvectors depend on $x$ alone.

The occupied fractions 0.3387 and 0.1128 give $n=2(0.3387+0.1128)/0.128=7.055\ \mathrm{nm^{-3}}$. Defining a mass by $ne^2/[\varepsilon_0(\omega_p^2)_{aa}]$ yields 0.66, 0.67 and 25.4 electron masses for $x$, $y$ and $z$.

The small $zz$ element shows how the two forms divide the work. The curvature along $z$ is $2t_z\cos z$, which averages to zero over a straight cylinder. A net value arises because warping puts more electrons where $\cos z>0$. In the velocity form the integrand is $(2t_z\sin z)^2$, already quadratic in $t_z$. If the density of states at $\mu$ is taken as independent of $z$, then $\sin^2z$ averages to $1/2$. With 0.4242 states per eV, cell and spin,

$$282.7\times0.64\times\tfrac12(0.1)^2\times0.4242=0.384\ \mathrm{eV^2},$$

close to the computed 0.383.

**Approach to the limit.** For $\hat{\mathbf q}=(0.6,0.48,0.64)$ the tensor predicts

$$0.36(14.770)+0.2304(14.458)+0.576(1.680)+0.4096(0.383)=9.773\ \mathrm{eV^2}$$

for $(\hbar\omega)^2(1-\varepsilon_{\rm intra})$. Evaluating (2) at zero temperature and $\hbar\omega=0.5$ eV gives 10.727, 9.992, 9.827 and 9.786 eV² at $q=0.4$, 0.2, 0.1 and 0.05 nm⁻¹. Relative to the prediction, the excess is 9.8, 2.2, 0.55 and 0.14 %. The last two halvings of $q$ reduce it by factors near 4, as section 6 requires.

At $k_BT=0.2$ eV and the same $\mu$, the predicted value is 9.354 eV². The excess relative to this prediction, divided by $q^2$, measured at $q=0.05\ \mathrm{nm^{-1}}$, is 0.541 nm², against 0.548 nm² from (7). The velocity spread thus accounts for most of the correction at $\hbar\omega=0.5$ eV. It falls as $1/\omega^2$ while the overlap and finite-difference corrections of section 6 do not, so this need not hold at higher frequency.

The static limit behaves quite differently. At zero temperature $k_{TF}=\sqrt{282.7\times0.4242}=10.95\ \mathrm{nm^{-1}}$. This exceeds $\pi/a=7.9\ \mathrm{nm^{-1}}$, so it should be read through $k_{TF}^2$, the coefficient of $1/q^2$ at small $q$, not as a screening length resolved by the model. The numerical check also tests the static limit, the finite-$q$ identity of section 4 and the vanishing of filled bands.

## Computed results

```
hoppings t, t_d, t_z = 0.5, 0.1, 0.05 eV
splitting D, hybridization w, Fermi level = 0.5, 0.3, -0.9 eV
lattice a, c = 0.4, 0.8 nm; cell volume = 0.128 nm^3
e^2/eps0 = 18.0951 eV nm; g e^2/(eps0 V) = 282.736 eV/nm^2
lower band: occupied zone fraction = 0.33874
  xx: surface 9.379152, inverse mass 9.379152 eV^2
  yy: surface 9.531349, inverse mass 9.531349 eV^2
  xy: surface 0.943969, inverse mass 0.943969 eV^2
  zz: surface 0.239369, inverse mass 0.239369 eV^2
upper band: occupied zone fraction = 0.11279
  xx: surface 5.390999, inverse mass 5.390999 eV^2
  yy: surface 4.926994, inverse mass 4.926994 eV^2
  xy: surface 0.735897, inverse mass 0.735897 eV^2
  zz: surface 0.144078, inverse mass 0.144078 eV^2
electron density = 7.0552 nm^-3
total xx: surface 14.770150, inverse mass 14.770150 eV^2
total yy: surface 14.458342, inverse mass 14.458342 eV^2
total xy: surface 1.679866, inverse mass 1.679866 eV^2
total zz: surface 0.383447, inverse mass 0.383447 eV^2
largest |surface - inverse mass| = 9.6e-14 eV^2
principal in-plane plasma energies = 4.0375, 3.5954 eV
axis of the larger one = 42.35 degrees from x
plasma energy along z = 0.6192 eV
largest plasma frequency = 6.1340e+15 rad/s
n e^2/(eps0 w_p^2) for xx, yy, zz = 0.6586, 0.6728, 25.3700 m_e
response test: q direction = [0.6, 0.48, 0.64], photon energy = 0.5 eV
tensor projected on q direction = 9.773119 eV^2
T=0, q = 0.4 nm^-1: (hw)^2(1-eps) = 10.726910 eV^2, rel. error 9.76e-02
T=0, q = 0.2 nm^-1: (hw)^2(1-eps) = 9.992129 eV^2, rel. error 2.24e-02
T=0, q = 0.1 nm^-1: (hw)^2(1-eps) = 9.826790 eV^2, rel. error 5.49e-03
T=0, q = 0.05 nm^-1: (hw)^2(1-eps) = 9.786471 eV^2, rel. error 1.37e-03
T=0 density of states per spin = 0.42424 1/eV per cell
T=0 Thomas-Fermi wave number = 10.9521 nm^-1
kT = 0.2 eV: projected tensor = 9.353505 eV^2
kT = 0.2 eV, q = 0.2 nm^-1: rel. error dynamic 2.22e-02, static vs -DOS 8.97e-05; mean 1-M 8.89e-05
kT = 0.2 eV, q = 0.1 nm^-1: rel. error dynamic 5.43e-03, static vs -DOS 2.24e-05; mean 1-M 2.22e-05
kT = 0.2 eV, q = 0.05 nm^-1: rel. error dynamic 1.35e-03, static vs -DOS 5.60e-06; mean 1-M 5.56e-06
dynamic error / q^2: measured 0.5406, from velocity spread 0.5482 nm^2
largest filled-band element = 1.3e-13 eV^2
free sphere k_F = 10.0 nm^-1: plasma energy from surface = 6.8241 eV, from n/m = 6.8241 eV
```
